# Tracer diffusivity from velocity correlations and from mean-squared displacement

A model copper interstitial in silicon at 900 °C has a long-time diffusivity of $0.00836\ \mathrm{nm^2/ps}$. After 0.2 ps, the integral of its velocity autocorrelation function stands at $0.01065\ \mathrm{nm^2/ps}$, 27% above that value, and so does half the slope of its mean-squared displacement. Both then dip about 1% below the final value and by 1 ps have settled to within 0.1% of it. The mean-squared displacement divided by $2t$ is then still 2% too high. Why do the first two quantities overshoot and settle together, while the third lags behind?

## The identity at finite time

Let $x(t)$ be one Cartesian coordinate of a tagged atom and $v=dx/dt$ its velocity. The coordinate is followed without wrapping when the atom leaves a crystal cell or a simulation box. Angle brackets denote a classical equilibrium average. Define

$$C(s)=\langle v(0)v(s)\rangle,\qquad M(t)=\langle[x(t)-x(0)]^2\rangle. \tag{1}$$

We assume that the ensemble is stationary, that $\langle v\rangle=0$, and that $C$ is finite and continuous. The displacement is the integral of the velocity, so its square is a double integral:

$$M(t)=\int_0^t ds\int_0^t ds'\,\langle v(s)v(s')\rangle. \tag{2}$$

Stationarity means that moving both times by the same amount changes nothing. Moving them by $-s'$ gives $\langle v(s)v(s')\rangle=C(s-s')$. Moreover,

$$C(-s)=\langle v(0)v(-s)\rangle=\langle v(s)v(0)\rangle=C(s). \tag{3}$$

The second equality shifts both times by $s$, and the third uses the fact that classical velocities commute. Time-reversal symmetry is not needed.

The square of integration in (2) consists of two triangles, $s>s'$ and $s<s'$, which contribute equally by (3). In the first, put $\tau=s-s'$. For a given lag $\tau$, the earlier time $s'$ runs from $0$ to $t-\tau$, an interval of length $t-\tau$. Hence

$$M(t)=2\int_0^t(t-\tau)C(\tau)\,d\tau. \tag{4}$$

In the derivative of (4), the moving upper limit contributes $2(t-t)C(t)=0$, and the explicit $t$ in the integrand contributes the rest:

$$\frac12\frac{dM}{dt}=\int_0^tC(\tau)\,d\tau\equiv I(t). \tag{5}$$

This holds at every time, before diffusion has set in as well as after. It explains the common overshoot: the half-slope and the running integral are the same function. At short times $C\simeq C(0)$, so $I\simeq C(0)t$ and $M\simeq C(0)t^2$, which is ballistic motion.

## The long-time limit and its conditions

By (5), the half-slope has a finite limit if and only if the integral converges, and then

$$D=\lim_{t\to\infty}\frac12\frac{dM}{dt}=\int_0^\infty C(\tau)\,d\tau. \tag{6}$$

Equilibrium by itself does not guarantee convergence.

The ratio $M/(2t)$ follows by integrating (5) from $M(0)=0$:

$$\frac{M(t)}{2t}=\frac1t\int_0^tI(s)\,ds. \tag{7}$$

It is the time average of the running integral. If $I\to D$, then for any small $\epsilon$ there is a time $t_0$ after which $|I-D|<\epsilon$. The part of the average before $t_0$ contributes a fixed area divided by $t$, which vanishes, and the remainder differs from $D$ by less than $\epsilon$. So $M/(2t)\to D$ too, but it carries the early history of $I$ with it.

The size of this memory follows from (4), written as $M=2tI(t)-2\int_0^t\tau C\,d\tau$. Suppose that $\tau|C(\tau)|$ is integrable. Then

$$t\,|D-I(t)|=t\left|\int_t^\infty C\,d\tau\right|\le\int_t^\infty\tau|C|\,d\tau\to0, \tag{8}$$

because $t\le\tau$ in the last integral. We may therefore replace $tI(t)$ by $tD$, and the late displacement is a straight line with an intercept:

$$M(t)=2Dt+b+o(1),\qquad b=-2\int_0^\infty\tau C(\tau)\,d\tau. \tag{9}$$

Thus $M/(2t)$ differs from $D$ by $b/(2t)$ at late times, while a slope removes the constant $b$.

In $d$ dimensions, adding the identities for the components gives

$$D=\frac1d\int_0^\infty\langle\mathbf v(0)\cdot\mathbf v(\tau)\rangle d\tau=\lim_{t\to\infty}\frac1{2d}\frac{d}{dt}\langle|\Delta\mathbf r|^2\rangle. \tag{10}$$

In an anisotropic crystal this is the mean of the diagonal elements of the diffusion tensor. Both sides concern one tagged atom. Correlations between the velocities of different atoms, which enter collective transport, are absent from this tracer diffusivity.

## Three analytic cases

**Free Brownian motion.** Let an atom of mass $m$ feel friction $-m\gamma v$ and white thermal noise, without a potential. The noise after time zero is uncorrelated with $v(0)$, so multiplying the equation of motion by $v(0)$ and averaging gives $dC/dt=-\gamma C$. With $C(0)=k_BT/m$ from equipartition,

$$C=\frac{k_BT}{m}e^{-\gamma t},\quad D_0=\frac{k_BT}{m\gamma},\quad b_0=-\frac{2k_BT}{m\gamma^2}. \tag{11}$$

Here $C$ is positive at all times, $I$ rises steadily, and $M/(2t)$ approaches $D_0$ from below.

**A slow tail.** Suppose that $C\simeq A\tau^{-3/2}$ at late times, with $A>0$. The integral converges, but the first moment does not, so (9) no longer applies. The missing part of the running integral is

$$D-I(t)\simeq\int_t^\infty A\tau^{-3/2}d\tau=2At^{-1/2}. \tag{12}$$

Averaging this over time, as (7) requires, gives $D-M/(2t)\simeq4At^{-1/2}$. The two routes still share a limit, but both approach it slowly. For a tail $A/\tau$, $I$ grows as $A\ln t$ and no finite $D$ exists.

**Undamped oscillators.** Take an equilibrium ensemble of harmonic oscillators of one frequency $\omega$. Each follows $x(t)=x_0\cos\omega t+(v_0/\omega)\sin\omega t$, with $\langle v_0^2\rangle=k_BT/m$, $\langle x_0^2\rangle=k_BT/(m\omega^2)$ and $\langle x_0v_0\rangle=0$. Therefore

$$M=\frac{k_BT}{m\omega^2}\left[(\cos\omega t-1)^2+\sin^2\omega t\right]=\frac{2k_BT}{m\omega^2}(1-\cos\omega t). \tag{13}$$

The half-slope is $(k_BT/m\omega)\sin\omega t$, which has no limit, although $M/(2t)\to0$. Existence of a limit for $M/(2t)$ thus does not imply convergence of the velocity integral.

## A copper interstitial in a periodic potential

For a case between free flight and confinement, let the atom obey

$$m\dot v=-U'(x)-m\gamma v+\xi(t),\quad U=\frac B2\left[1-\cos\frac{2\pi x}{a}\right], \tag{14}$$

where $\xi$ is white noise of the strength that maintains temperature $T$. We take the copper mass of 63.546 u, $T=1173.15$ K, $B=0.18$ eV, $a=0.235$ nm and $\gamma=10\ \mathrm{ps^{-1}}$. Then $k_BT=0.1011$ eV and $B/k_BT=1.78$, so the barrier is less than twice the thermal energy. The thermal speed is $\sqrt{k_BT/m}=0.3918$ nm/ps, whence $C(0)=0.3918^2=0.1535\ \mathrm{nm^2/ps^2}$.

The displacement can be calculated without a velocity correlation. Let

$$F(k,t)=\langle e^{ik[x(t)-x(0)]}\rangle=1-\frac{k^2M(t)}2+O(k^4). \tag{15}$$

The odd terms vanish because $U$ is even. For an atom starting at $(x,v)$, write the conditional mean of $e^{ikx(t)}$ as $e^{ikx}\phi(x,v,t)$, with $\phi$ periodic in $x$ and $\phi=1$ initially. Over a short time $dt$, $x$ changes by $v\,dt$, $v$ drifts by $-(U'/m+\gamma v)dt$, and the noise adds a velocity variance $2\gamma(k_BT/m)dt$. Expanding the conditional mean to first order in $dt$, with half the variance multiplying the second derivative, gives

$$\partial_t\phi=v(\partial_x+ik)\phi-\left(\frac{U'}m+\gamma v\right)\partial_v\phi+\frac{\gamma k_BT}{m}\partial_v^2\phi. \tag{16}$$

The factor $e^{ikx}$ has turned $\partial_x$ into $\partial_x+ik$. The equilibrium average of $\phi$ is $F$. We solve (16) with 19 plane waves in $x$ and 24 Hermite functions in $v$, and obtain $M$ from $2(1-F)/k^2$ at $k=0.01\ \mathrm{nm^{-1}}$.

Separately, the conditional mean of $v(t)$ obeys (16) with $k=0$ and initial value $v$. Multiplying it by the initial velocity and averaging gives $C$. In the table, $C$ is in $10^{-3}\ \mathrm{nm^2/ps^2}$, and the last three columns are in $10^{-3}\ \mathrm{nm^2/ps}$.

| $t$ (ps) | $C$ | $M'/2$ | $I$ | $M/2t$ |
|---:|---:|---:|---:|---:|
| 0.05 | 87.76 | 5.937 | 5.942 | 3.245 |
| 0.10 | 42.07 | 9.107 | 9.110 | 5.480 |
| 0.20 | −2.616 | 10.649 | 10.650 | 7.864 |
| 0.50 | −2.530 | 8.392 | 8.392 | 8.778 |
| 1.00 | 0.027 | 8.365 | 8.365 | 8.550 |
| 4.00 | −0.000 | 8.362 | 8.362 | 8.409 |

The extra digits serve to compare the columns; the rough parameters do not justify them as a prediction. The small early difference between $M'/2$ and $I$ comes from the numerical derivative. A central difference with spacing $h$ has error $h^2M'''/6$ in $M'$. Since $M'''=2C'$ by (5), the error in the half-slope is $h^2C'/6$. With $h=0.005$ ps and $C'\approx-1.1\ \mathrm{nm^2/ps^3}$ near the first row, this is $-5\times10^{-6}\ \mathrm{nm^2/ps}$, as seen.

$C$ first crosses zero at 0.189 ps. Its positive parts have total area 0.01076 and its negative parts $-0.00240\ \mathrm{nm^2/ps}$, so

$$D=0.01076-0.00240=0.00836\ \mathrm{nm^2/ps}. \tag{17}$$

Equation (11) shows that the same atom and friction without a potential would have a positive $C$ throughout. The negative part is thus due to the potential, whose restoring force sends atoms back. It makes the running integral overshoot. The free diffusivity would be $0.1535/10=0.01535\ \mathrm{nm^2/ps}$, so the potential reduces $D$ to 54% of the free value.

The infinite-time slope can also be read from the decay of $F$. At late times $F\simeq A(k)e^{-\lambda(k)t}$, where $\lambda$ is the slowest decay rate of (16). Both functions are even in $k$. Write $\lambda=\lambda_2k^2+\dots$ and $A=1+A_2k^2+\dots$; comparison of the $k^2$ terms with (15) gives $M=2\lambda_2t-2A_2$. Hence $D=\lambda_2$. The eigenvalue at $k=0.02\ \mathrm{nm^{-1}}$ gives $\lambda/k^2=0.008362\ \mathrm{nm^2/ps}$, in agreement with the integral of $C$ to 5 ps.

The lag of $M/(2t)$ is now quantitative. The first moment of $C$ gives $b=3.78\times10^{-4}\ \mathrm{nm^2}$. It is positive because the negative part of $C$ comes later and is weighted more heavily by $\tau$. At 4 ps,

$$D+\frac b{2t}=0.008362+\frac{0.000378}{8}=0.008409\ \mathrm{nm^2/ps}, \tag{18}$$

which is the tabulated ratio. The approach is from above, opposite to that of a free atom.

## What stationarity contributes

For any starting ensemble, differentiating the squared displacement gives

$$\frac12\frac{dM}{dt}=\langle v(t)[x(t)-x(0)]\rangle=\int_0^t\langle v(t)v(s)\rangle ds. \tag{19}$$

Stationarity is what replaces $\langle v(t)v(s)\rangle$ by $C(t-s)$. Without it, the late slope involves pairs of velocities near the late time $t$, whereas the integral of $\langle v(0)v(t)\rangle$ involves the initial velocity.

To see the difference, multiply the equilibrium density of the model by $v^2/(k_BT/m)$. This remains normalized, but raises the initial $\langle v^2\rangle$ to $3k_BT/m$, because a Gaussian has $\langle v^4\rangle=3\langle v^2\rangle^2$. The atoms then relax under (14). Their half-slope between 4 and 5 ps is again $0.00836\ \mathrm{nm^2/ps}$, but the integral of $\langle v(0)v(t)\rangle$ is $0.0275\ \mathrm{nm^2/ps}$, or $3.29D$. If the mean total displacement were proportional to the initial velocity, the factor would be 3. The excess shows that in this potential it is not.

A uniform drift $u$ also breaks the assumptions. It adds $u^2$ to $C$ and $u^2t^2$ to $M$, so both routes diverge until the drift is subtracted. Wrapping breaks the link in another way: a coordinate folded back into a box has bounded $M$ and $M/(2t)\to0$, while the velocities still describe the unwrapped motion.

## Noise in a finite sample

Equal averages need not have equal statistical errors. With one time origin per atom, the integral estimator is the mean of $v(0)\Delta x(t)$, where $\Delta x=x(t)-x(0)$. Once $v(0)^2$ and $\Delta x^2$ are nearly uncorrelated, its variance per atom is about $(k_BT/m)M(t)$, if the smaller $D^2$ is neglected. For $N$ independent atoms the standard error is therefore

$$\sigma_I\simeq\sqrt{\frac{k_BT}{m}\frac{M(t)}N}\simeq\sqrt{\frac{k_BT}{m}\frac{2Dt}{N}}. \tag{20}$$

It grows as $\sqrt t$ even after $C$ has died out, because later displacements add noise but no signal. Direct integration of (14) for 40,000 atoms with a step of 0.005 ps gives $0.0085\pm0.0003$ for the integral to 1 ps and $0.0084\pm0.0006\ \mathrm{nm^2/ps}$ to 5 ps. Equation (20), with $M(5\,\mathrm{ps})=0.084\ \mathrm{nm^2}$, predicts the second error:

$$\sqrt{0.1535\times0.084/40000}=0.00057\ \mathrm{nm^2/ps}. \tag{21}$$

The slope between 1 and 5 ps from the same trajectories is $0.00831\pm0.00008\ \mathrm{nm^2/ps}$. For this sampling, the upper limit of the velocity integral belongs soon after the decay of $C$. Stopping at 0.2 ps would instead leave the 27% overshoot.

## The model beside silicon

Since $1\ \mathrm{nm^2/ps}=10^{-2}\ \mathrm{cm^2/s}$, the result is $D=8.4\times10^{-5}\ \mathrm{cm^2/s}$. Interstitial copper is a fast contaminant during dopant annealing, with a diffusivity of roughly $5\times10^{-5}\ \mathrm{cm^2/s}$ at this temperature. The barrier and site spacing are rough values for copper, but the friction is a free choice, so the similar magnitude does not validate the model. With all else fixed, halving $\gamma$ gives $1.3\times10^{-4}$ and doubling it $4.8\times10^{-5}\ \mathrm{cm^2/s}$. Changing $B$ by $\pm0.02$ eV changes $D$ by about 12% in the opposite direction. In a heavily boron-doped region, positively charged copper can pair with negatively charged boron, which the model omits. An unscreened continuum Coulomb estimate of copper–boron pairing, with relative permittivity 11.7 and pair separations from 0.235 to 0.61 nm, lowers $D$ by 0.2% at $10^{17}$ and 16% at $10^{19}\ \mathrm{cm^{-3}}$ of ionized boron. These figures show only the trend with doping. Debye screening by free carriers, with an intrinsic density of roughly $4\times10^{18}\ \mathrm{cm^{-3}}$ at this temperature, lowers them to about 0.1% and 10%, while summing the bare Coulomb energy over the discrete tetrahedral sites raises the second to about 26%. The measured binding energy of the pair, roughly 0.43 eV, is below the 0.52 eV of the bare Coulomb form at 0.235 nm, and the empirical pairing law extrapolated from lower temperature and doping gives only 1–2% at $10^{19}\ \mathrm{cm^{-3}}$.

The straight path is another simplification. If each exit from a site has rate $r$, a chain has two exits and $D=\frac12(2r)a^2=ra^2$. The tetrahedral interstitial sites form a diamond network with four exits, each with mean-squared projection $a^2/3$ on an axis. For uncorrelated hops this gives $D=\frac12(4r)a^2/3=\frac23ra^2$, a reduction by one third. At $B/k_BT=1.78$ this hopping estimate is rough. These corrections alter $C$ and $M$ together: as long as the classical motion is stationary and the velocity integral converges, (6) still holds.
